**Mean potential of superposed neutral atoms from their second radial moments**

The program tests $V_0=(2\pi/3\Omega)\sum_a M_a$, where $V_0$ is the interior mean electrostatic potential relative to vacuum, $\Omega$ the cell volume and $M_a$ the second radial moment of the electron density of atom $a$. It computes a free silicon atom with PBE and averages its density over angles. It asserts that the volume integral of the atomic potential, obtained from analytic Coulomb integrals, equals $(2\pi/3)M$, and that the Fourier transform of the potential approaches the same value at small wave vector. Poisson's equation, solved for slabs with (001), (110) and two (111) terminations, must reproduce $V_0$, and a Fourier sum must reproduce the vacuum level of a periodic supercell. Two further assertions cover the limits of the formula: the face dependence for elongated atoms and the shift caused by a surface dipole. The output gives $V_0=13.79$ V for silicon with a cubic edge of 10.2 bohr, and the four slabs agree with the formula to about $10^{-5}$ hartree/$e$. It also shows that $V_0$ changes by up to about 0.3 V with the basis set or the level of theory used for the atom.

## Numerical check

```python
"""Mean electrostatic potential of a crystal of superposed neutral atoms.

Result under test (Hartree atomic units, potential of a positive unit charge):
    V0 = (2 pi / (3 Omega)) * sum over atoms in the cell of M,
    M  = integral of r^2 n(r) over all space,
where n is the spherical electron number density of a neutral atom, Omega
is the cell volume, and V0 is the interior mean relative to vacuum.
Z: nuclear charge; f(q): Fourier transform of n; A: surface cell area.
The atom is silicon, computed with pyscf and averaged over angles.
"""
import numpy as np
from pyscf import gto, dft
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.interpolate import CubicSpline

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 14
EDGE = 10.2                      # cubic lattice edge, bohr
OMEGA = EDGE**3                  # cubic cell, eight atoms


def free_atom(xc, basis):
    """Triplet silicon atom: molecule object and total density matrix."""
    mol = gto.M(atom="Si 0 0 0", basis=basis, spin=2, symmetry="D2h",
                verbose=0)
    mf = dft.UKS(mol)
    mf.xc = xc
    mf.irrep_nelec = {"Ag": (3, 3), "B1u": (1, 1),
                      "B2u": (2, 1), "B3u": (2, 1)}
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    return mol, dm[0] + dm[1]


def analytic_moment(mol, dm):
    return float(np.sum(mol.intor("int1e_r2") * dm))


def mean_potential(moment_sum, volume):
    return 2 * np.pi * moment_sum / (3 * volume)


mol, dm = free_atom("pbe,pbe", "aug-cc-pvtz")
moment_analytic = analytic_moment(mol, dm)

# Angular average of the density on a logarithmic radial grid
cosines, cos_weights = np.polynomial.legendre.leggauss(6)
azimuths = 2 * np.pi * np.arange(8) / 8
sines = np.sqrt(1 - cosines**2)
directions = np.array([[s * np.cos(p), s * np.sin(p), c]
                       for c, s in zip(cosines, sines) for p in azimuths])
angle_weights = np.repeat(cos_weights / 2, 8) / 8
log_r = np.linspace(np.log(1e-5), np.log(40.0), 2001)
r = np.exp(log_r)
points = (r[:, None, None] * directions[None]).reshape(-1, 3)
orbitals = mol.eval_gto("GTOval_sph", points)
density = np.sum((orbitals @ dm) * orbitals, axis=1)
density = density.reshape(len(r), -1) @ angle_weights
del orbitals, points
shell = 4 * np.pi * r**3 * density * (log_r[1] - log_r[0])
electrons = shell.sum()
moment = np.sum(shell * r**2)
assert abs(electrons - Z) < 1e-6
assert abs(moment - moment_analytic) < 1e-5 * moment
outer_electrons = shell[r > 2].sum()
outer_share = np.sum((shell * r**2)[r > 2]) / moment
V0 = mean_potential(8 * moment, OMEGA)

# Atomic potential from analytic Coulomb integrals, then its volume integral
stride = 12
r_coarse = r[::stride]
phi = np.empty(len(r_coarse))
for i, radius in enumerate(r_coarse):
    coulomb = mol.intor("int1e_grids", grids=radius * directions)
    repulsion = np.einsum("gij,ij->g", coulomb, dm)
    phi[i] = Z / radius - repulsion @ angle_weights
phi_integral = (4 * np.pi * np.sum(phi * r_coarse**3)
                * stride * (log_r[1] - log_r[0]))
assert abs(phi_integral - 2 * np.pi * moment / 3) < 1e-4 * phi_integral
# Gauss-law form of the same potential, at radii inside the atom
for i in np.flatnonzero((r_coarse > 0.3) & (r_coarse < 5))[::6]:
    a = r_coarse[i]
    gauss = np.sum((shell * (1 / a - 1 / r))[r > a])
    assert abs(gauss - phi[i]) < 1e-3 * phi[i] + 1e-5


# Small-q limit of the Fourier transform of the atomic potential
def form_factor(q):
    return np.sinc(np.outer(np.atleast_1d(q), r) / np.pi) @ shell


q_values = np.array([0.5, 0.1, 0.02])
phi_q = 4 * np.pi * (Z - form_factor(q_values)) / q_values**2
assert abs(phi_q[-1] / (2 * np.pi * moment / 3) - 1) < 1e-3

# Planar electron density of one atom: 2 pi * integral_{|u|}^inf n r dr
radial_primitive = CubicSpline(log_r, density * r**2).antiderivative()


def silicon_sheet(u):
    x = np.log(np.clip(np.abs(u), r[0], r[-1]))
    return 2 * np.pi * (radial_primitive(log_r[-1]) - radial_primitive(x))


def solve_slab(heights, area, charge, sheet, period, extra=None):
    """Integrate Poisson's equation in from vacuum, where potential is zero.

    Returns the mean over one interior period and the far vacuum value."""
    count = int(round(period / 0.003))
    step = period / count
    z = np.arange(heights.min() - 30, heights.max() + 30, step)
    negative = sum(sheet(z - h) for h in heights) / area
    if extra is not None:
        negative = negative - extra(z)
    enclosed = cumulative_trapezoid(negative, z, initial=0)
    potential = 4 * np.pi * cumulative_trapezoid(enclosed, z, initial=0)
    for h in heights:
        potential -= 4 * np.pi * charge / area * np.maximum(z - h, 0)
    start = np.argmin(np.abs(z - heights.mean()))
    window = slice(start, start + count + 1)
    return trapezoid(potential[window], z[window]) / period, potential[-1]


root2, root3 = np.sqrt(2), np.sqrt(3)
# name: (period, surface cell area, atom heights within one period)
faces = {
    "(001)": (EDGE / 4, EDGE**2 / 2, [0.0]),
    "(110)": (EDGE / (2 * root2), EDGE**2 / root2, [0.0, 0.0]),
    "(111) single-layer end": (EDGE / root3, root3 * EDGE**2 / 4,
                               [0.0, root3 * EDGE / 4]),
    "(111) double-layer end": (EDGE / root3, root3 * EDGE**2 / 4,
                               [0.0, -root3 * EDGE / 12]),
}
face_means = {}
for name, (period, area, basis_heights) in faces.items():
    repeats = int(60 / period) + 1
    heights = np.array([k * period + b for k in range(repeats)
                        for b in basis_heights])
    inside, far = solve_slab(heights, area, Z, silicon_sheet, period)
    assert abs(far) < 5e-4 and abs(inside - V0) < 5e-4
    face_means[name] = inside

# Periodic supercell with the G = 0 term dropped: level in mid-vacuum
layers, height = 8, 80.0
period, area, _ = faces["(001)"]
positions = period * np.arange(layers)
G = 2 * np.pi * np.arange(1, 2501) / height
middle = positions.mean() + height / 2
structure = np.cos(np.outer(G, middle - positions)).sum(axis=1)
vacuum_level = np.sum(8 * np.pi * (Z - form_factor(G)) * structure
                      / (G**2 * area * height))
vacuum_formula = -mean_potential(layers * moment, area * height)
assert abs(vacuum_level - vacuum_formula) < 2e-4

# Surface electrons moved outward on both sides of the (001) slab
moved, shift, width = 0.05, 1.0, 0.8   # electrons per surface cell, bohr, bohr


def gaussian(u, s):
    return np.exp(-u**2 / (2 * s**2)) / (s * np.sqrt(2 * np.pi))


repeats = int(60 / period) + 1
heights = period * np.arange(repeats)


def spill(z):
    top, bottom = z - heights[-1], heights[0] - z
    return moved / area * sum(gaussian(s, width) - gaussian(s - shift, width)
                              for s in (top, bottom))


spilled, far = solve_slab(heights, area, Z, silicon_sheet, period, spill)
spill_change = spilled - face_means["(001)"]
outward_dipole = -moved * shift / area
assert abs(far) < 5e-4
assert abs(spill_change + 4 * np.pi * outward_dipole) < 1e-5

# Elongated neutral atoms on a simple cubic lattice: mean depends on the face
cube, model_charge, short, long = 6.0, 4.0, 1.0, 1.4
model_heights = cube * np.arange(11)
model = {}
for label, s in (("long", long), ("short", short)):
    value, far = solve_slab(model_heights, cube**2, model_charge,
                            lambda u: model_charge * gaussian(u, s), cube)
    assert abs(far) < 1e-4
    assert abs(value - 2 * np.pi * model_charge * s**2 / cube**3) < 1e-4
    model[label] = value
model_spherical = mean_potential(model_charge * (2 * short**2 + long**2),
                                 cube**3)
assert model["short"] < model_spherical < model["long"]

# Sensitivity to basis set and to the level of theory
moment_small = analytic_moment(*free_atom("pbe,pbe", "cc-pvtz"))
moment_hf = analytic_moment(*free_atom("hf", "aug-cc-pvtz"))

print("Silicon, PBE/aug-cc-pVTZ free atom, angle-averaged")
print(f"cubic edge                          {EDGE:.2f} bohr")
print(f"cubic cell volume (8 atoms)         {OMEGA:.3f} bohr^3")
print(f"electrons per atom by quadrature    {electrons:.6f}")
print(f"second moment M, radial quadrature  {moment:.4f} bohr^2")
print(f"second moment M, analytic integrals {moment_analytic:.4f} bohr^2")
print(f"electrons beyond 2 bohr             {outer_electrons:.3f}")
print(f"share of M from beyond 2 bohr       {100 * outer_share:.1f} %")
print(f"(2 pi/3) M                          "
      f"{2 * np.pi * moment / 3:.4f} hartree bohr^3")
print(f"volume integral of atomic potential {phi_integral:.4f} hartree bohr^3")
for q, value in zip(q_values, phi_q):
    print(f"4 pi (Z-f)/q^2 at q = {q:.2f} bohr^-1  {value:.4f} hartree bohr^3")
print(f"V0 from the moment formula          {V0:.5f} hartree/e")
print(f"V0 from the moment formula          {V0 * HARTREE_EV:.3f} V")
print("Interior mean from Poisson's equation in a slab")
for name, value in face_means.items():
    print(f"  {name:33s} {value:.5f} hartree/e")
print(f"Supercell, {layers} (001) layers, height   {height:.1f} bohr")
print(f"  surface cell area                 {area:.3f} bohr^2")
print(f"  vacuum level, Fourier sum         {vacuum_level:.5f} hartree/e")
print(f"  vacuum level, moment formula      {vacuum_formula:.5f} hartree/e")
print("Surface electrons moved outward, (001)")
print(f"  moved electrons per surface cell  {moved:.3f}")
print(f"  distance moved                    {shift:.2f} bohr")
print(f"  outward dipole per area           {outward_dipole:.6f} e/bohr")
print(f"  change of interior mean           {spill_change:.5f} hartree/e")
print(f"  change of interior mean           {spill_change * HARTREE_EV:.3f} V")
print("Elongated Gaussian atoms, simple cubic lattice")
print(f"  edge {cube:.1f} bohr, nuclear charge {model_charge:.0f}, "
      f"widths {short:.1f}, {short:.1f}, {long:.1f} bohr")
print(f"  mean, normal along long axis      {model['long']:.5f} hartree/e")
print(f"  mean, normal along short axis     {model['short']:.5f} hartree/e")
print(f"  mean, angle-averaged atoms        {model_spherical:.5f} hartree/e")
print("Sensitivity of M and V0 for silicon")
for label, value in (("PBE/cc-pVTZ", moment_small),
                     ("Hartree-Fock/aug-cc-pVTZ", moment_hf)):
    volts = mean_potential(8 * value, OMEGA) * HARTREE_EV
    print(f"  {label:25s} M = {value:.4f} bohr^2, V0 = {volts:.3f} V")
print("PASS")
```

Running it gives:

```
Silicon, PBE/aug-cc-pVTZ free atom, angle-averaged
cubic edge                          10.20 bohr
cubic cell volume (8 atoms)         1061.208 bohr^3
electrons per atom by quadrature    14.000000
second moment M, radial quadrature  32.1071 bohr^2
second moment M, analytic integrals 32.1071 bohr^2
electrons beyond 2 bohr             2.490
share of M from beyond 2 bohr       79.6 %
(2 pi/3) M                          67.2449 hartree bohr^3
volume integral of atomic potential 67.2449 hartree bohr^3
4 pi (Z-f)/q^2 at q = 0.50 bohr^-1  57.7507 hartree bohr^3
4 pi (Z-f)/q^2 at q = 0.10 bohr^-1  66.8092 hartree bohr^3
4 pi (Z-f)/q^2 at q = 0.02 bohr^-1  67.2273 hartree bohr^3
V0 from the moment formula          0.50693 hartree/e
V0 from the moment formula          13.794 V
Interior mean from Poisson's equation in a slab
  (001)                             0.50694 hartree/e
  (110)                             0.50693 hartree/e
  (111) single-layer end            0.50693 hartree/e
  (111) double-layer end            0.50694 hartree/e
Supercell, 8 (001) layers, height   80.0 bohr
  surface cell area                 52.020 bohr^2
  vacuum level, Fourier sum         -0.12927 hartree/e
  vacuum level, moment formula      -0.12927 hartree/e
Surface electrons moved outward, (001)
  moved electrons per surface cell  0.050
  distance moved                    1.00 bohr
  outward dipole per area           -0.000961 e/bohr
  change of interior mean           0.01208 hartree/e
  change of interior mean           0.329 V
Elongated Gaussian atoms, simple cubic lattice
  edge 6.0 bohr, nuclear charge 4, widths 1.0, 1.0, 1.4 bohr
  mean, normal along long axis      0.22806 hartree/e
  mean, normal along short axis     0.11636 hartree/e
  mean, angle-averaged atoms        0.15359 hartree/e
Sensitivity of M and V0 for silicon
  PBE/cc-pVTZ               M = 31.5126 bohr^2, V0 = 13.539 V
  Hartree-Fock/aug-cc-pVTZ  M = 32.2484 bohr^2, V0 = 13.855 V
PASS
```
